\section*{Mean-square height difference of a stationary rough surface}

\section*{Setting}

The height of a deposited film above a reference plane is a random function $h(\mathbf x)$ of the lateral position $\mathbf x$. It is single-valued (no overhangs) and has finite variance. Angle brackets denote an average over an ensemble of films prepared in the same way. The quantity to be studied is
\begin{equation}
G=\langle[h(\mathbf x+\mathbf r)-h(\mathbf x)]^2\rangle .
\end{equation}
The surface is called stationary if its mean height is the same everywhere, its variance $w^2>0$ is the same everywhere, and its covariance depends on the separation $\mathbf r$ alone. With $\delta h=h-\langle h\rangle$, the normalised correlation is
\begin{equation}
C(\mathbf r)=\frac{\langle\delta h(\mathbf x)\,\delta h(\mathbf x+\mathbf r)\rangle}{w^2},\qquad C(0)=1 .
\end{equation}
The algebra is classical statistics and has the same form in atomic units as in any others. Numerical lengths are in nm, or in atomic layers for the two lattice models.

\section*{(a) From two heights to the correlation}

\textbf{Question.} Express $G$ through the means, variances and covariance of two heights without assuming stationarity. Then impose stationarity. Apply both results to a discrete surface.

\textbf{Solution.} Let $h_1=h(\mathbf x)=m_1+\delta_1$ and $h_2=h(\mathbf x+\mathbf r)=m_2+\delta_2$, with $\langle\delta_i\rangle=0$ and $\langle\delta_i^2\rangle=\sigma_i^2$. Then
\begin{align}
G&=\langle[(m_2-m_1)+(\delta_2-\delta_1)]^2\rangle\nonumber\\
&=(m_2-m_1)^2+2(m_2-m_1)\langle\delta_2-\delta_1\rangle+\langle(\delta_2-\delta_1)^2\rangle\nonumber\\
&=(m_2-m_1)^2+\sigma_1^2+\sigma_2^2-2\langle\delta_1\delta_2\rangle .
\label{general}
\end{align}
The middle term vanished because the fluctuations have zero mean. For a stationary surface $m_1=m_2$, $\sigma_1^2=\sigma_2^2=w^2$ and $\langle\delta_1\delta_2\rangle=w^2C(\mathbf r)$, so
\begin{equation}
G(\mathbf r)=2w^2[1-C(\mathbf r)] .
\label{main}
\end{equation}
One factor $w^2$ comes from each end of the pair. Neither Gaussian heights nor isotropy was used.

As a non-Gaussian example, let the height along a line be the number of ``up'' units among twelve, and let each lateral step flip one unit chosen at random. With $y=h-6$, a step lowers $y$ by 1 with probability $(6+y)/12$ and raises it by 1 with probability $(6-y)/12$. The mean change is $-y/6$, so the conditional mean of $y$ is multiplied by $5/6$ at each step. In the stationary state the units are independent and equally likely to be up or down, which gives $w^2=12/4=3$ and $C(r)=(5/6)^r$. Hence
\begin{equation}
G(5)=6[1-(5/6)^5]=3.589\ \text{layer}^2 .
\end{equation}

Now start the line with all units up, $y=6$, and compare the heights after 3 and 8 steps. Since $y$ changes by $\pm1$, the conditional mean of the new $y^2$ is $y^2+2y(-y/6)+1=\tfrac23y^2+1$. This recursion has the fixed point 3, and its solution from $y^2=36$ is $s_n=\langle y_n^2\rangle=3+33(2/3)^n$. Also $\langle y_3y_8\rangle=(5/6)^5s_3$. Expanding the square directly, which is equivalent to \eqref{general}, gives
\begin{equation}
G=s_3+s_8-2(5/6)^5s_3=6.795\ \text{layer}^2 .
\end{equation}
Summing the squared differences over the joint probabilities of the chain gives the same two values of $G$. The stationary formula would give little more than half of the second one, because the mean still drifts along the line. The term $(m_2-m_1)^2=36[(5/6)^3-(5/6)^8]^2$ contributes 4.313. The fluctuation terms give only 2.482, less than the stationary value, since the variances (0.72 and 2.34) have not yet grown to 3.

\section*{(b) Bounds, plateau and a surface without a variance}

\textbf{Question.} Between which limits can $G$ lie? When does it level off? What happens if the height variance has no stationary value?

\textbf{Solution.} A mean square cannot be negative, so
\begin{equation}
0\le\langle(\delta_1\pm\delta_2)^2\rangle=2w^2(1\pm C),
\end{equation}
which gives $-1\le C\le1$ and therefore $0\le G\le4w^2$. If distant heights become uncorrelated, $C\to0$ and $G\to2w^2$, the sum of the variances of two uncorrelated heights.

Stationarity alone does not guarantee this plateau. Take $h=\sqrt2\,w\cos(kx+\varphi)$ with $\varphi$ uniform on $[0,2\pi)$. The mean is zero, and the product rule for cosines gives
\begin{equation}
\langle h(x)h(x+r)\rangle=w^2\langle\cos(2kx+kr+2\varphi)+\cos kr\rangle=w^2\cos kr ,
\end{equation}
since the first term averages to zero over $\varphi$. Thus $G=2w^2(1-\cos kr)$ oscillates for ever. For a period of 60 nm it reaches the upper bound $4w^2$ at $r=30$ nm, where a crest faces a trough.

A different failure occurs for a profile that starts at $h(0)=0$ and adds an independent step of zero mean and variance $b^2$ at each site. At sites $x$ and $x+n$ the variances are $b^2x$ and $b^2(x+n)$. The two heights share their first $x$ steps, so their covariance is $b^2x$. Equation \eqref{general} gives
\begin{equation}
G=b^2x+b^2(x+n)-2b^2x=b^2n .
\end{equation}
Here $G$ depends on the separation alone, although no position-independent $w^2$ exists. A position-independent $G$ therefore does not prove that \eqref{main} applies.

\section*{(c) A film that is still growing}

\textbf{Question.} A film starts flat on a ring of $M$ sites. In each cycle a site receives a random Poisson deposit of mean $p$ (in layers), while linear smoothing of strength $\kappa$ acts between neighbours. Does the growth of the roughness in time spoil \eqref{main}? What does the wandering of the average film height contribute?

\textbf{Solution.} The rule for one cycle is
\begin{equation}
h_j(n+1)=h_j(n)+\kappa[h_{j+1}(n)+h_{j-1}(n)-2h_j(n)]+\eta_j(n),
\end{equation}
with independent deposits $\eta_j$ of mean and variance $p$. All sites are equivalent, so at any fixed $n$ the film is stationary in space and \eqref{main} holds with $w^2(n)$ and $C(r,n)$.

To find these, define $\delta h_q=M^{-1/2}\sum_j\delta h_j e^{-iqj}$ with $q=2\pi l/M$. Smoothing multiplies a mode by $a_q=1+\kappa(e^{iq}+e^{-iq}-2)=1-2\kappa(1-\cos q)$. The deposits add variance $p$ to each mode and, being independent between sites, do not correlate different modes. With $S_q=\langle|\delta h_q|^2\rangle$,
\begin{equation}
S_q(n+1)=a_q^2S_q(n)+p\quad\Rightarrow\quad S_q(n)=p\sum_{l=0}^{n-1}a_q^{2l}.
\end{equation}
Transforming back, and using $S_q=S_{-q}$, gives
\begin{align}
w^2C(r)&=\frac1M\sum_qS_q\cos qr,\\
G(r)&=\frac2M\sum_qS_q(1-\cos qr).
\end{align}
The mode $q=0$ is the average height of the ring. Since $a_0=1$, it contributes $S_0/M=pn/M$ to $w^2$, but nothing to $G$, because $1-\cos0=0$. Subtracting the ring average from each film changes both $w^2$ and $C$ and leaves $w^2(1-C)$ unchanged.

For $M=32$, $p=0.5$ and $\kappa=0.2$, $w^2$ is 1.541 layer$^2$ after 10 cycles and 2.967 layer$^2$ after 40. Without the mean mode the values are 1.385 and 2.342, and the differences agree with $pn/M=0.156$ and $0.625$. The formula gives $G(5)=2.987$ and 4.493 layer$^2$; 10\,000 simulated films give 2.993 and 4.491. The model illustrates time dependence and does not describe the surface chemistry of a deposition cycle.

\section*{(d) The variance seen in one image}

\textbf{Question.} An image of area $A$ has its own mean height $\bar h$ removed. Is its variance $s^2$ an unbiased estimate of $w^2$?

\textbf{Solution.} Expand the squared difference over all pairs of points in the image:
\begin{align}
\frac1{2A^2}\iint[h(\mathbf x)-h(\mathbf x')]^2\,d^2x\,d^2x'
&=\frac1{2A^2}\left[2A\int h^2\,d^2x-2(A\bar h)^2\right]\nonumber\\
&=\frac1A\int h^2\,d^2x-\bar h^2=s^2 .
\end{align}
Taking the ensemble average and inserting \eqref{main} gives
\begin{equation}
\langle s^2\rangle=w^2(1-\bar C),\qquad
\bar C=\frac1{A^2}\iint C(\mathbf x-\mathbf x')\,d^2x\,d^2x' .
\end{equation}
Since $w^2\bar C$ is the ensemble variance of $\bar h$, $\bar C$ cannot be negative. The image variance is therefore low on average unless $\bar h$ does not fluctuate at all, because part of the fluctuation has been removed with $\bar h$. A constant offset cancels from $h(\mathbf x+\mathbf r)-h(\mathbf x)$, so the image average of the squared difference still has expectation $G$. For the average over one large image to converge to $G$, the squared differences must also be ergodic: their average over position must tend to their ensemble average.

\section*{(e) Numbers for a platinum film}

\textbf{Question.} Take $C(r)=\exp[-(r/\xi)^{2\alpha}]$ with $w=0.8$ nm, $\xi=15$ nm and $\alpha=0.75$. Find the short-distance law, explain why $\alpha$ cannot exceed 1, and evaluate $G$. How large is the bias of part (d)?

\textbf{Solution.} With $u=(r/\xi)^{2\alpha}$, $1-e^{-u}=u-u^2/2+\dots$, so for $r\ll\xi$
\begin{equation}
G(r)\simeq2w^2(r/\xi)^{2\alpha}.
\end{equation}
At $r=2$ nm this gives 0.0623 nm$^2$ against 0.0608 nm$^2$ from the full expression. The excess is 2.5\% of the full value and comes almost entirely from the neglected relative term $u/2=0.024$.

To limit $\alpha$, divide a distance $R$ into $n$ equal parts. The triangle inequality for root-mean-square values gives $\sqrt{G(R)}\le n\sqrt{G(R/n)}$, and the right side scales as $n^{1-\alpha}$ for large $n$. If $\alpha>1$ it tends to zero, so $G(R)=0$ for every $R$, which contradicts $G(R)=2w^2[1-C(R)]>0$ for the chosen $C$. For $\alpha<1$ the rms slope over a distance $r$, $\sqrt G/r\propto r^{\alpha-1}$, diverges as $r\to0$. A slope therefore needs a stated length; over 2 nm it is 0.123. The divergence belongs to the continuum model. On a real film the power law ends at the atomic scale: near 0.5 nm the layer term of part (f) is already as large as $G$.

At 6 nm, $C=\exp[-(0.4)^{1.5}]=0.7765$ and
\begin{equation}
G=2(0.8)^2(1-0.7765)=0.286\ \text{nm}^2 ,
\end{equation}
an rms difference of 0.535 nm, or 5.35 \AA. Other separations are compared below with squared differences on 160 random Gaussian surfaces of side 512 nm.
\begin{center}
\begin{tabular}{cccc}
$r$ (nm)&$C$&$G$ (nm$^2$)&sampled $G$ (nm$^2$)\\
2&0.952&0.0608&0.0609\\
6&0.776&0.286&0.287\\
16&0.332&0.855&0.858\\
40&0.013&1.264&1.269\\
100&0.000&1.280&1.282
\end{tabular}
\end{center}
The sampled values lie above the formula by less than 0.5\%. They share the same surfaces, so their deviations are not independent. At $r=\xi$, $G=2w^2(1-1/e)=0.809$ nm$^2$, and the plateau is 1.28 nm$^2$.

For a square image of side 100 nm, $\bar C=0.067$ and $\langle s^2\rangle=0.64(1-0.067)=0.597$ nm$^2$; the sampled value is 0.601 nm$^2$. A plateau inferred as $2s^2$ would be about 7\% low on average. For a side of 500 nm, $\bar C=0.003$ and the bias is 0.3\%.

\section*{(f) What a measurement adds or removes}

\textbf{Question.} How do instrument noise, residual tilt, atomic layers and a finite probe change $G$?

\textbf{Solution.} \emph{Noise.} Independent noise of zero mean and variance $\sigma_n^2$ at each pixel adds $\sigma_n^2$ from each end of the pair, in total $2\sigma_n^2$ for $r\ne0$. For $\sigma_n=0.05$ nm this is 0.005 nm$^2$, which is 8\% of $G$ at 2 nm but 0.4\% of the plateau.

\emph{Tilt.} A plane of slope $m$ adds $mr$ to a height difference taken along the tilt. The cross term $2mr\langle h_2-h_1\rangle$ vanishes, leaving $m^2r^2$. A tilt of $0.2^\circ$ has $m=0.00349$ and adds $(0.349)^2=0.122$ nm$^2$ at 100 nm, nearly 10\% of the plateau. This term grows without limit and hides the plateau at large separations.

\emph{Layers.} Let heights be rounded to multiples of a layer height $d$. The rounding error is a periodic function of the unrounded height,
\begin{equation}
e(h)=\frac d\pi\sum_{k=1}^\infty\frac{(-1)^k}{k}\sin\frac{2\pi kh}{d}.
\end{equation}
For Gaussian heights with $w$ well above $d$, averages of these oscillations are exponentially small. This removes the correlation of $e$ with $h$ and leaves $\langle e^2\rangle=\sum_kd^2/(2\pi^2k^2)=d^2/12$. The correlation between the errors at two points is governed by factors $\exp(-2\pi^2k^2G/d^2)$, which are negligible once $\sqrt G$ is comparable with $d$ or larger. Rounding then adds $2d^2/12=d^2/6$. For platinum (111) layers parallel to the surface, a rough cubic lattice constant of 0.39 nm gives $d=0.39/\sqrt3=0.225$ nm. The addition is 0.0085 nm$^2$, or 3\% of $G$ at 6 nm, and rounding the simulated surfaces gives the same value.

\emph{Probe.} Suppose the instrument averages $h$ linearly over a Gaussian footprint $g$ of standard deviation $a$ along each axis. The covariance becomes
\begin{equation}
K_a(\mathbf r)=w^2\iint g(\mathbf u)g(\mathbf v)\,C(\mathbf r+\mathbf v-\mathbf u)\,d^2u\,d^2v .
\end{equation}
The difference $\mathbf v-\mathbf u$ is Gaussian with variance $2a^2$ per axis, so $C$ is smeared by that distribution, and $G_a(\mathbf r)=2[K_a(0)-K_a(\mathbf r)]$. For $a=2$ nm, $G$ falls from 0.0608 to 0.0245 nm$^2$ at 2 nm and from 0.286 to 0.187 nm$^2$ at 6 nm, reductions of 60\% and 35\%. The smoothed random surfaces give 0.0246 and 0.188 nm$^2$. Equation \eqref{main} still holds for the averaged surface, with its own variance and correlation.

\emph{The real case.} The chosen $w$ and $\xi$ are round illustrative values for a thin platinum film, such as one made by atomic layer deposition; they are not taken from a measurement, and a real film needs its own values. With the values chosen here, linear probe averaging with $a=2$ nm is the largest effect at 2 and 6 nm; this ranking depends on the probe and need not hold for a sharp tip. For $a=2$ nm it also lowers the plateau, from 1.28 to 1.13 nm$^2$, which is more than the tilt adds at 100 nm. The tilt term grows as $r^2$ and becomes the larger of the two beyond about 110 nm. A real tip touches the surface at its highest accessible points, which is a nonlinear operation, so the 35\% at 6 nm belongs to the linear model and is not a correction factor. A rigid parabolic tip in contact with the same model surface lowers $G$ at 6 nm by only about 2\%, 13\% and 24\% for apex radii of 2, 10 and 20 nm. Such films are usually polycrystalline: differently oriented grains break the assumption of one layer height, whose whole effect at 6 nm is 3\% in this model. Overhangs, grain facets and instrument drift are not included. Further digits are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Chain, stationary G(5): 3.5887 layer^2
Chain, non-stationary G: 6.7952 layer^2
Chain, general formula: 6.7952 layer^2
Growth: 32 sites, 10000 runs, smoothing 0.2
Growth: mean deposit 0.5 layer/cycle
Cycle 10: w2 with mean mode 1.5407 layer^2
Cycle 10: w2 without mean mode 1.3845 layer^2
Cycle 10: G(5) sim 2.9928, formula 2.9867 layer^2
Cycle 40: w2 with mean mode 2.9669 layer^2
Cycle 40: w2 without mean mode 2.3419 layer^2
Cycle 40: G(5) sim 4.4906, formula 4.4927 layer^2
Cosine: period 60 nm, G(30 nm)/w2 = 4.0000
Example: w=0.8 nm, xi=15.0 nm, alpha=0.75
Random surfaces: 160, side 512 nm, pixel 2 nm
r=2 nm: C=0.95248, G=0.06083 nm^2
  sampled G=0.06093 nm^2, rms=0.2466 nm
r=6 nm: C=0.77648, G=0.28610 nm^2
  sampled G=0.28695 nm^2, rms=0.5349 nm
r=16 nm: C=0.33232, G=0.85463 nm^2
  sampled G=0.85750 nm^2, rms=0.9245 nm
r=40 nm: C=0.01285, G=1.26356 nm^2
  sampled G=1.26926 nm^2, rms=1.1241 nm
r=100 nm: C=0.00000, G=1.28000 nm^2
  sampled G=1.28249 nm^2, rms=1.1314 nm
rms difference at 6 nm: 5.349 angstrom
G at r=xi: 0.80911 nm^2
Plateau 2w2: 1.2800 nm^2
Plateau rms difference: 1.1314 nm
Short-distance law at 2 nm: 0.06232 nm^2
rms slope over 2 nm: 0.1233
100 nm image: pair-average C=0.06721
  s2 formula 0.59698, sampled 0.60090 nm^2
500 nm image: pair-average C=0.00322
Noise rms 0.05 nm adds 0.00500 nm^2
  sampled noise addition 0.00502 nm^2
Pt lattice constant (rough): 0.39 nm
Pt (111) layer height: 0.2252 nm
Layers add 0.00845, sampled 0.00847 nm^2
Tilt 0.2 deg at 100 nm adds 0.12185 nm^2
  sampled tilt addition 0.12181 nm^2
Probe footprint standard deviation: 2.0 nm
Probe G(2 nm): 0.02445, sampled 0.02463 nm^2
Probe G(6 nm): 0.18672, sampled 0.18778 nm^2
\end{verbatim}
